# Why Noise Varies More Between Small Transistors: Counting the Effective Traps

**Q:** I measure low-frequency noise on many nominally identical transistors. The large ones agree fairly well. Among the small ones, the noise power at one frequency differs enormously from device to device. What exactly should I calculate to describe this?

**A:** Let $S(f)$ be the noise power spectrum of one device, referred to its gate voltage and averaged over a record long enough for the measurement scatter to be negligible. Each device then has a definite $S(f)$, even though its voltage fluctuates in time. Now compare devices. The relative spread is

$$\rho=\frac{\text{standard deviation of }S\text{ over devices}}{\text{mean of }S\text{ over devices}}.$$

I take the noise to come from oxide traps that exchange single electrons with the channel. Other sources, such as thermal noise, are left out. I use hertz, seconds, microvolts and micrometres, because atomic units are unnatural here.

**Q:** What does one trap contribute?

**A:** Suppose that a filled trap shifts the gate voltage by a step $A$. An empty trap captures an electron at rate $c$, and a filled one emits it at rate $e$. The probability $P$ of being filled obeys

$$\frac{dP}{dt}=c(1-P)-eP=-\frac{P-p}{\tau},\qquad \frac1\tau=c+e,\quad p=c\tau .$$

Here $p$ is the stationary occupation and $\tau$ the relaxation time. A trap that is filled at time zero is filled at $t>0$ with probability $p+(1-p)e^{-t/\tau}$. The voltage covariance is therefore

$$C(t)=A^2\left\{p\left[p+(1-p)e^{-t/\tau}\right]-p^2\right\}=A^2p(1-p)e^{-t/\tau}.$$

I use the one-sided spectrum, whose integral over positive $f$ is the variance. With $\omega=2\pi f$, it is

$$s=4\int_0^\infty C(t)\cos\omega t\,dt=4A^2p(1-p)\frac{\tau}{1+\omega^2\tau^2}.$$

The last step uses $\int_0^\infty e^{-t/\tau}\cos\omega t\,dt=\mathrm{Re}\,(1/\tau-i\omega)^{-1}=\tau/(1+\omega^2\tau^2)$.

**Q:** May I simply add these spectra for all the traps in a device?

**A:** Yes, if the traps switch independently and their voltage steps add. The covariance of the total voltage contains one term for each trap and one for each pair. For independent traps the pair terms vanish, so $S=\sum_i s_i$. If a filled trap hinders capture by its neighbour, their occupations are correlated, a cross-spectrum appears, and the sum rule no longer holds.

**Q:** Then how does the spread depend on the number of traps?

**A:** Let the number $n$ of traps vary between devices as a Poisson variable with mean $N$. This is the count that results when defects are placed independently at a given average density. Let the properties of different traps also be independent, and write $\langle\cdot\rangle$ for an average over the properties of one trap.

For devices with a given $n$, the mean of $S$ is $n\langle s\rangle$, and its variance is $n(\langle s^2\rangle-\langle s\rangle^2)$. The full variance is the average of this conditional variance plus the variance of the conditional mean. Since a Poisson count has variance $N$,

$$\mathrm{var}(S)=N\left(\langle s^2\rangle-\langle s\rangle^2\right)+N\langle s\rangle^2=N\langle s^2\rangle .$$

The mean is $N\langle s\rangle$. Dividing gives

$$\rho=\sqrt{\frac{\kappa}{N}},\qquad \kappa=\frac{\langle s^2\rangle}{\langle s\rangle^2}\ge1 .$$

The inverse square root arises because the mean grows as $N$, while the standard deviation grows as $\sqrt N$. With few traps, the individual differences have little chance to average out.

**Q:** So the spread is not simply $1/\sqrt N$?

**A:** It is $1/\sqrt N$ when all traps contribute equally, for then $\kappa=1$. Otherwise it is useful to define

$$N_{\rm eff}=\frac N\kappa,\qquad \rho=\frac1{\sqrt{N_{\rm eff}}}.$$

The Poisson count matters too. If every device had the same number $N$ of traps, the second term in the variance would be absent, and $\rho^2=(\kappa-1)/N$. The power of $N$ is the same, but the prefactor is smaller. Identical traps in identical numbers would give no spread at all.

**Q:** How unequal are the traps in an oxide?

**A:** That needs a model. Take a uniform trap density $N_t$ per volume and energy. Let electrons tunnel to depth $x$, with

$$\tau=\tau_0e^{x/\lambda},\qquad p=\frac1{1+e^u},\qquad u=\frac{E-E_F}{kT},$$

where $\lambda$ is the decay length, $E$ the trap energy and $E_F$ the Fermi level. This describes pure tunnelling. In many real oxide traps, capture also needs a thermally activated rearrangement of the surrounding atoms, and depth alone does not set $\tau$. The numbers found below then need not apply, but the general result $\rho=\sqrt{\kappa/N}$ does not depend on this model. For now all steps $A$ are equal, and their dependence on trap depth is neglected. In a real oxide the step shrinks with distance from the channel, so the mean spectrum departs from the $1/f$ form found below, and the departure can be large in a very thin oxide.

Put $y=x/\lambda=\ln(\tau/\tau_0)$. For gate area $a$, the number of traps in a small cell is

$$N_t\,a\,dx\,dE=\nu\,dy\,du,\qquad \nu=N_t\,a\,\lambda\,kT .$$

Thus $\nu$ is the number of traps per factor $e$ in relaxation time and per $kT$ in energy. With $z=\omega\tau$, the single-trap spectrum becomes

$$s=\frac{4A^2}{\omega}\,p(1-p)\,\frac{z}{1+z^2}.$$

A trap is loud when its relaxation time is near $1/\omega$ and its energy is near $E_F$. A much faster or slower trap contributes little at this frequency, and a trap that is nearly always full or nearly always empty seldom switches.

**Q:** Can the effective number be worked out without choosing the limits of depth and energy?

**A:** Yes, provided that the limits lie far outside the loud region. Since $dy=dz/z$, the two integrals over relaxation time are

$$\int_0^\infty\frac{dz}{1+z^2}=\frac\pi2,\qquad
\int_0^\infty\frac{z\,dz}{(1+z^2)^2}=\left[-\frac{1}{2(1+z^2)}\right]_0^\infty=\frac12 .$$

For the energy, $dp/du=-p(1-p)$. Changing the variable from $u$ to $p$ gives

$$\int_{-\infty}^{\infty}p(1-p)\,du=\int_0^1dp=1,$$
$$\int_{-\infty}^{\infty}p^2(1-p)^2\,du=\int_0^1p(1-p)\,dp=\frac12-\frac13=\frac16 .$$

Hence

$$\bar S=N\langle s\rangle=\nu\,\frac{4A^2}{\omega}\,\frac\pi2=\frac{A^2\nu}{f},$$
$$\mathrm{var}(S)=N\langle s^2\rangle=\nu\,\frac{16A^4}{\omega^2}\cdot\frac12\cdot\frac16=\frac{4A^4\nu}{3\omega^2}=\frac{A^4\nu}{3\pi^2f^2}.$$

The mean has the familiar $1/f$ form. The ratio of squared mean to variance is

$$N_{\rm eff}=3\pi^2\nu .$$

Both $A$ and $f$ have cancelled. Widening the window of depth and energy adds silent traps, which raise $N$ and $\kappa$ by the same factor and leave $N_{\rm eff}$ unchanged.

**Q:** You let $\tau$ depend on depth alone. Real capture and emission rates also depend on energy.

**A:** Let $\tau=\tau_0e^yh(u)$ with any positive factor $h$. At fixed $u$ we still have $dy=dz/z$, so the integral over $z$ is the same and $h$ drops out. The factor merely changes the depth at which traps of a given energy are loud. This requires that depth to remain well inside the window.

An example is a capture rate that does not depend on energy. Then $\tau=p/c$, so that $h=p$. Numerical integration by the trapezoidal rule over the finite window described below gives $N_{\rm eff}/\nu=29.603$ at 1000 Hz, against $3\pi^2=29.609$ for the infinite window.

**Q:** My step heights are not equal. Some traps produce much larger steps than others.

**A:** If $A$ is independent of $\tau$ and $p$, replace $A^2$ in the mean by $\langle A^2\rangle$, and $A^4$ in the variance by $\langle A^4\rangle$. Then

$$N_{\rm eff}=3\pi^2\nu\,\frac{\langle A^2\rangle^2}{\langle A^4\rangle}.$$

For an exponential distribution with mean step $A_0$, the moments are $\langle A^m\rangle=m!\,A_0^m$. The second is $2A_0^2$ and the fourth $24A_0^4$, so

$$\frac{\langle A^4\rangle}{\langle A^2\rangle^2}=\frac{24}{4}=6,\qquad N_{\rm eff}=\frac{\pi^2\nu}{2}.$$

At the same mean step, the mean noise doubles and the relative spread grows by $\sqrt6$.

The fourth moment must exist. If the step distribution has a tail proportional to $A^{-1-\alpha}$ with $\alpha\le4$, then $\langle A^4\rangle$ diverges. The variance of $S$ is then infinite, and this scaling law for $\rho$ has no meaning.

**Q:** A small transistor also has larger voltage steps. How do you know that the trap number, rather than the step size, causes the larger spread?

**A:** Multiply every step by the same factor $b$. Each $s$ is multiplied by $b^2$, and so are the mean and the standard deviation of $S$. Their ratio does not change. Larger steps make small devices noisier, but they do not make them relatively more different.

At fixed trap density, $\nu\propto a$. With steps that scale as $A\propto1/a$,

$$\bar S\propto\frac1a,\qquad \rho\propto\frac1{\sqrt a},\qquad \mathrm{sd}(S)=\rho\,\bar S\propto a^{-3/2}.$$

You could separate the two causes by raising the trap density at fixed area. In this model the mean noise would rise in proportion to the density, while the relative spread would fall as its inverse square root.

**Q:** Please put in numbers for a device of one square micrometre.

**A:** I choose round parameters: temperature 300 K, so $kT=0.02585$ eV; $N_t=10^{-4}$ per nm$^3$ per eV; $\lambda=0.1$ nm; $f=10$ Hz; and $A=10$ µV for this area. Since 1 µm$^2$ is $10^6$ nm$^2$,

$$\nu=10^{-4}\times10^6\times0.1\times0.02585=0.2585 .$$

For equal steps,

$$\bar S=\frac{10^2\times0.2585}{10}=2.585\ \mu\mathrm{V}^2/\mathrm{Hz},$$
$$N_{\rm eff}=29.61\times0.2585=7.654,\qquad \rho=\frac1{\sqrt{7.654}}=0.361 .$$

The standard deviation is thus 36% of the mean. With exponential steps of the same mean, $N_{\rm eff}=1.28$ and $\rho=0.885$.

To count all traps I must choose a window. I take depths from 0 to 3 nm and energies within $10\,kT$ on either side of $E_F$. With $\tau_0=10^{-10}$ s, the relaxation times reach 1069 s, so $1/\omega$ lies well inside their range. The traps that are loud at 10 Hz lie near $x=\lambda\ln(1/\omega\tau_0)=1.9$ nm, so $A$ should be read as the step at that depth. For silicon dioxide and a step proportional to the distance from the gate, 10 µV there corresponds to an oxide about 4 nm thick; the mean spectrum then falls as $f^{-0.91}$ near 10 Hz, while $N_{\rm eff}/\nu$ stays at 29.6. In a thinner oxide these traps would lie nearer the gate than the channel, and exchange with the gate, which I leave out, could not be neglected. The window spans 30 factors of $e$ in time and $20\,kT$ in energy, hence

$$N=0.2585\times30\times20=155 .$$

This Poisson population with a mean of 155 traps has the same relative spread as one with a mean of 7.65 equally loud traps, so $\kappa$ is about 20. Because $\kappa$ is large, a fixed trap count would hardly help: it would multiply $\rho$ by $\sqrt{(\kappa-1)/\kappa}\approx0.975$. Most of the spread comes from which traps happen to be loud, rather than from the total number in the window.

**Q:** Does a population of random devices behave in this way?

**A:** One can build it trap by trap. For each device, draw a Poisson number of traps, place them uniformly in the window of depth and energy, and add their spectra at 10 Hz. I used between 2578 devices at the largest area and one million at the smallest. For equal steps within each device:

| Area (µm²) | $N$ | $N_{\rm eff}$ | $\rho$, formula | $\rho$, sampled |
|---:|---:|---:|---:|---:|
| 0.01 | 1.55 | 0.077 | 3.61 | 3.61 |
| 0.1 | 15.5 | 0.765 | 1.14 | 1.14 |
| 1 | 155 | 7.65 | 0.361 | 0.362 |
| 10 | 1551 | 76.5 | 0.114 | 0.115 |

A straight-line fit of $\ln\rho$ against $\ln a$ gives a slope of $-0.499$. For the absolute standard deviation the slope is $-1.500$.

The sampled mean at the smallest area is 260.96 µV²/Hz, against 258.52 from the formula, a difference of 0.94% of the formula value. The standard error of that mean is $\rho/\sqrt{10^6}=0.36\%$, so the sample lies about 2.6 standard errors high. The finite window cannot explain this, because cutting off traps lowers the mean. I take it to be a sampling fluctuation.

With exponential steps the smallest devices have a sampled $\rho$ of 8.61, against 8.85 from the formula. Such a strongly skewed population needs many samples, since rare loud devices carry much of its variance.

**Q:** Do only a few traps really dominate a small device?

**A:** In the same populations, I recorded the share of each device's noise that came from its loudest trap, averaged over devices with at least one trap. For equal steps it is 3% at 10 µm², 23% at 1 µm², 70% at 0.1 µm² and 95% at 0.01 µm². A device of 0.1 µm² has about 15 traps in the window, yet one of them typically supplies most of the noise at 10 Hz.

**Q:** What can an effective number of 0.077 mean? I cannot have a fraction of a trap.

**A:** It is a measure of spread, $1/\rho^2$, and not a count in any one device. A value below one says that the standard deviation exceeds the mean. At a value as far below one as 0.077, most devices have little noise from traps, and a few loud ones carry the average.

At 0.01 µm² the probability of having no trap in the window is $e^{-1.55}=0.21$. The median noise is only 0.19% of the mean. Unlike $N_{\rm eff}$, these two figures depend on the window. With energies within $40\,kT$ of $E_F$, only 0.2% of the devices are trap-free, while the median rises only slightly, to about 0.21% of the mean. A typical device of this size therefore looks far quieter than the average suggests.

**Q:** Is the distribution lopsided at every size?

**A:** Yes, but less so as the area grows. Divide the traps into small classes with nearly equal $s$. The number in each class is an independent Poisson variable, whose third central moment equals its mean. Third central moments of independent variables add, so that of $S$ is $N\langle s^3\rangle$. The skewness is

$$\frac{N\langle s^3\rangle}{(N\langle s^2\rangle)^{3/2}}=\frac1{\sqrt N}\,\frac{\langle s^3\rangle}{\langle s^2\rangle^{3/2}}>0 .$$

It also falls as the inverse square root of the trap number. In the samples, the ratio of median to mean is 0.55 at 0.1 µm², 0.97 at 1 µm² and 0.997 at 10 µm².

**Q:** I usually plot noise on a logarithmic scale. Is $\rho$ then the standard deviation of $\ln S$?

**A:** It is when the spread is small. Write $S=\bar S(1+\delta)$, where $\delta$ has mean zero and standard deviation $\rho$. Then $\ln S=\ln\bar S+\delta-\delta^2/2+\dots$, and to leading order its standard deviation is $\rho$.

At 10 µm² the sampled standard deviation of $\ln S$ is 0.116, close to the sampled $\rho=0.115$. At 1 µm² it is 0.389 against 0.362, and at 0.1 µm² it is 1.69 against 1.14. At 0.01 µm² the sampled value is undefined, because 21% of the devices have no trap in the chosen window and so have $S=0$; this fraction is set by the window. Larger devices can also be trap-free, but so rarely that none occurred in these samples. In a measurement, the background noise would set the lower end of such a plot, so a logarithmic spread there would partly describe the background.

**Q:** My largest devices do not keep improving as the area grows. Does that contradict the law?

**A:** Not necessarily. Measurement scatter from a finite record can leave a floor, and so can a variation that the traps of one device share. To describe the second, suppose that $S=GS_0$, where $S_0$ is the independent-trap result and $G$ is a separate random factor for each device, with mean one and variance $g^2$. A gain error is an example. Since $G$ and $S_0$ are independent,

$$\langle S^2\rangle_{\rm dev}=\langle G^2\rangle\langle S_0^2\rangle_{\rm dev}=(1+g^2)\,\bar S^2\left(1+\frac1{N_{\rm eff}}\right),$$

where the subscript marks an average over devices. Dividing by $\bar S^2$ and subtracting one gives

$$\rho^2=g^2+\frac{1+g^2}{N_{\rm eff}} .$$

As the area grows, $\rho$ approaches $g$ instead of zero. For $g=0.2$ and 10 µm², this gives

$$\rho=\sqrt{0.04+\frac{1.04}{76.5}}=0.23 ,$$

twice the value of 0.114 for independent traps alone. Multiplying the sampled noise powers by random factors from a gamma distribution with this $g$ also gives 0.23.

If instead the average trap density varies between devices by the factor $G$, the conditional mean is $G\bar S$ and the conditional variance is $G\bar S^2/N_{\rm eff}$. Adding the variance of the first to the average of the second gives $\rho^2=g^2+1/N_{\rm eff}$. The floor is the same.

**Q:** How should I look for this in my data, and can I then read off the number of traps?

**A:** Plot $\rho^2$ against $1/a$. If the trap density, the shape of the step distribution and $g$ do not change with area, both formulas give a straight line. Its intercept is $g^2$, and its slope measures the independent part. Scatter from a finite record can raise both the intercept and the slope, so the records must be long enough to make it small. You also need many devices at the smallest areas, because a small sample usually misses the rare loud ones and gives too low a $\rho^2$.

The inverse slope is $N_{\rm eff}$ per area if the trap density varies between devices; for a gain factor it must be multiplied by $1+g^2$. Neither gives the trap density itself. For the same slope, exponential steps imply six times as many traps as equal steps do, because $\nu$ is $2N_{\rm eff}/\pi^2$ in one case and $N_{\rm eff}/(3\pi^2)$ in the other. To find the trap density you therefore need the distribution of step heights, and also the decay length $\lambda$. The steps can be measured on small devices where single traps are resolved. Small steps hidden by the background are missed, however, and this can make the inferred trap number too low.
